# Why does the CISD dipole differ from the energy derivative?

**Question**

I computed the dipole moment of HCl, stretched to a bond length of 3.6 bohr, from a CISD wavefunction built on Hartree-Fock orbitals. I did it in two ways. The expectation value of the dipole operator gives $0.5703\,ea_0$. Repeating the whole calculation, Hartree-Fock and CISD, in small electric fields $\pm F$ and taking $-dE/dF$ gives $0.5574\,ea_0$. The field step is small enough and everything is tightly converged.

CISD is a variational method, and the Hellmann-Feynman theorem says that for a variational wavefunction the two numbers agree. The basis functions do not depend on the field, so they cannot be at fault. Where does the difference come from? Can it be calculated without finite fields, and which number should I believe?

**Answer**

The premise "CISD is variational" holds for one set of parameters and fails for another. The CISD energy is stationary with respect to the CI coefficients. It also depends on the orbitals, and these were chosen to make a different energy stationary, that of Hartree-Fock. When the field is switched on, the orbitals change, and the CISD energy responds to that change in first order.

I assume a closed-shell reference, real functions, a nondegenerate state, all electrons correlated, and a one-particle basis independent of the perturbation. Atomic units are used. Occupied orbitals are $i,j,k$, virtual ones $a,b$, and general ones $m,p,q,r,s$.

**The chain rule**

Let $H(\lambda)=H+\lambda V$, with $V$ a real, spin-independent one-electron operator (a constant added to it does no harm). The Hartree-Fock orbitals at $\lambda$ follow from those at $\lambda=0$ by a rotation $C\to C\,e^{\kappa}$, with $\kappa$ real and antisymmetric, so that the orbitals stay orthonormal. Only the elements $\kappa_{ai}=-\kappa_{ia}$ are needed: mixing occupied orbitals among themselves, or virtual ones among themselves, leaves the space spanned by the reference, singles and doubles unchanged, and hence also the lowest energy in it.

On the many-electron state the rotation acts as $e^{\hat\kappa}$, with

$$\hat\kappa=\sum_{ai}\kappa_{ai}(E_{ai}-E_{ia}),\qquad E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}.$$

For coefficients $c_I$ on determinants $\Phi_I$ the energy is

$$E(\lambda,c,\kappa)=\frac{\langle\Psi_c|e^{-\hat\kappa}H(\lambda)e^{\hat\kappa}|\Psi_c\rangle}{\langle\Psi_c|\Psi_c\rangle},\qquad \Psi_c=\sum_I c_I\Phi_I .$$

Differentiate along the path that the calculation follows:

$$\frac{dE}{d\lambda}=\frac{\partial E}{\partial\lambda}+\sum_I\frac{\partial E}{\partial c_I}c_I'+\sum_{ai}\frac{\partial E}{\partial\kappa_{ai}}\kappa_{ai}'.$$

At $\lambda=0$, $\kappa=0$ and with $\Psi$ normalized, the quotient rule gives

$$\frac{\partial E}{\partial c_I}=2\Big(\sum_J H_{IJ}c_J-E\,c_I\Big)=0,$$

which is the CI eigenvalue equation. The response of the coefficients therefore drops out. The explicit derivative is $\langle\Psi|V|\Psi\rangle$. With $g_{ai}=\partial E/\partial\kappa_{ai}$ this leaves

$$\boxed{\frac{dE}{d\lambda}=\langle\Psi|V|\Psi\rangle+\sum_{ai}g_{ai}\,\kappa_{ai}'}$$

The first term is the Hellmann-Feynman value. If you kept the zero-field orbitals in your finite-field runs, $\kappa'$ would be zero and the derivative would equal the expectation value. For your molecule such runs give $0.570266\,ea_0$, against an expectation value of $0.570265\,ea_0$.

Hartree-Fock itself has orbitals as its parameters, and they are stationary for its own energy, so there the theorem holds. The theorem is guaranteed when the energy being differentiated is stationary in every parameter that responds to the perturbation. Otherwise the two numbers agree only if the response terms happen to sum to zero.

**The orbital gradient from density matrices**

Write the energy with $\gamma_{pq}=\langle E_{pq}\rangle$ and $\Gamma_{pqrs}=\langle E_{pq}E_{rs}-\delta_{qr}E_{ps}\rangle$:

$$E=\sum_{pq}h_{pq}\gamma_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\Gamma_{pqrs}.$$

Here $(pq|rs)$ has $p,q$ on electron 1 and $r,s$ on electron 2. A small rotation changes the orbitals by $\delta\phi_m=\sum_p\phi_p\kappa_{pm}$, while the densities, which hold the coefficients, stay fixed. In the one-electron term the orbital may change in either index. Both changes give the same sum because $h$ and $\gamma$ are symmetric, hence a factor 2. In the two-electron term four indices give four equal sums, and $\tfrac12\cdot4=2$. So

$$\delta E=2\sum_{pm}\kappa_{pm}X_{pm},\qquad X_{pm}=\sum_q h_{pq}\gamma_{mq}+\sum_{qrs}(pq|rs)\Gamma_{mqrs}.$$

The pair $(p,m)=(a,i)$ contributes $\kappa_{ai}X_{ai}$ and the pair $(i,a)$ contributes $\kappa_{ia}X_{ia}=-\kappa_{ai}X_{ia}$. Therefore

$$g_{ai}=2(X_{ai}-X_{ia}).$$

As a check, insert the Hartree-Fock densities $\gamma_{ij}=2\delta_{ij}$ and $\Gamma_{ijkl}=4\delta_{ij}\delta_{kl}-2\delta_{il}\delta_{jk}$, which vanish if any index is virtual. Then $X_{ia}=0$ and

$$X_{ai}=2h_{ai}+\sum_k[4(ai|kk)-2(ak|ki)]=2f_{ai},$$

where $f$ is the Fock matrix. The gradient becomes $4f_{ai}$, which is zero for Hartree-Fock orbitals by the Brillouin condition. With CISD densities in place of these, the gradient is in general not zero; the next section shows cases where it is.

**Why the gradient is a matter of missing triples**

There is a second expression for the same gradient that shows its origin. To first order, $e^{-\hat\kappa}He^{\hat\kappa}=H+[H,\hat\kappa]$, so

$$\delta E=\langle\Psi|H\hat\kappa|\Psi\rangle-\langle\Psi|\hat\kappa H|\Psi\rangle .$$

Since $\hat\kappa^\dagger=-\hat\kappa$, the second term, with its minus sign, equals $+\langle\hat\kappa\Psi|H\Psi\rangle$. For real functions this is the same number as the first term, and

$$\delta E=2\langle H\Psi|\hat\kappa\Psi\rangle .$$

Let $P$ project on the CI space and $Q=1-P$ on the rest. The CI equations say $PH\Psi=E\Psi$, so $H\Psi=E\Psi+QH\Psi$. The part with $E$ contributes $2E\langle\Psi|\hat\kappa\Psi\rangle$. This vanishes, because $\langle\Psi|\hat\kappa\Psi\rangle=-\langle\hat\kappa\Psi|\Psi\rangle$ and a real number equal to its own negative is zero. What remains is

$$\delta E=2\langle QH\Psi|\hat\kappa\Psi\rangle .$$

The operator $\hat\kappa$ moves one electron, so it changes the excitation rank by one. Acting on a function with at most double excitations, it leaves the CISD space only by turning doubles into triples. The energy change $\delta E$ is thus twice the overlap of those triples with the triples that $H$ generates from $\Psi$ and that CISD leaves out. Three consequences follow.

- For CI truncated at rank $n$, only determinants of rank $n+1$ contribute.
- For full CI, $Q=0$. A rotation of the orbitals can be undone by a change of coefficients, and the energy is stationary in those. So $g=0$ for every rotation, and the response term vanishes for every perturbation.
- For two electrons there are no triples. CISD is then full CI, and the Hellmann-Feynman value is the derivative.

The same argument shows when "full CI" is not enough. If core orbitals are frozen, a rotation between core and active orbitals leads out of the CI space, even when the active electrons are treated by full CI. A response term can then survive.

**How the orbitals respond**

The remaining ingredient is $\kappa'$. The Hartree-Fock orbitals satisfy $f_{ai}=0$ at every $\lambda$, where

$$f_{ai}=h_{ai}+\lambda V_{ai}+\sum_k\big[2(ai|kk)-(ak|ki)\big].$$

Differentiate this at $\lambda=0$, where $f$ is diagonal with orbital energies $\varepsilon_p$. The orbitals change by $\phi_i'=\sum_b\phi_b\kappa_{bi}'$ and $\phi_a'=-\sum_j\phi_j\kappa_{aj}'$. There are four contributions.

- The operator itself changes: $V_{ai}$.
- The outer orbital $i$ changes: $\sum_b\kappa'_{bi}f_{ab}=\varepsilon_a\kappa'_{ai}$.
- The outer orbital $a$ changes: $-\sum_j\kappa'_{aj}f_{ji}=-\varepsilon_i\kappa'_{ai}$.
- The orbitals $k$ in the mean field change. Renaming $k$ as $j$, the Coulomb term gives $4\sum_{bj}(ai|bj)\kappa'_{bj}$, with one factor 2 from its prefactor and one from the two places where $\phi_j$ stands. The exchange term gives $-\sum_{bj}[(ab|ij)+(aj|bi)]\kappa'_{bj}$.

Their sum must be zero:

$$\sum_{bj}A_{ai,bj}\,\kappa'_{bj}=-V_{ai},$$

$$A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi).$$

This requires $A$ to be invertible. Where the Hartree-Fock solution becomes unstable toward a rotation of this kind, $A$ acquires a zero eigenvalue, $\kappa'$ can diverge, and the first-order treatment fails.

**The Z-vector: one equation for all perturbations**

As written, each perturbation needs its own $\kappa'$. That can be avoided. Exchanging the pairs $ai$ and $bj$ leaves every term of $A$ unchanged, so $A$ and $A^{-1}$ are symmetric. In vector notation

$$g^{T}\kappa'=-g^{T}A^{-1}V=\big(-A^{-1}g\big)^{T}V=\zeta^{T}V,\qquad A\,\zeta=-g .$$

The vector $\zeta$, the Z-vector, depends on the CI state but not on $V$. Solve for it once, and for any real, spin-independent one-electron perturbation

$$\frac{dE}{d\lambda}=\sum_{pq}\gamma_{pq}V_{pq}+\sum_{ai}\zeta_{ai}V_{ai}.$$

Adding $\tfrac12\zeta_{ai}$ to both the $ai$ and the $ia$ element of $\gamma$ gives the relaxed density matrix. Its trace with $V$ is the energy derivative, while the trace of the plain $\gamma$ with $V$ is the expectation value.

**Your molecule in numbers**

The model has the LANL2DZ effective core potential and its valence basis on chlorine, and 6-31G on hydrogen. This gives 8 electrons in 10 orbitals, small enough for full CI with 44100 determinants; CISD uses 805. All electrons that appear in the Hamiltonian are correlated. There are no polarization functions, so these dipoles test the theory and do not predict a measurement.

A dipole $\mu$ in a field $F$ has energy $-\mu F$, so $\mu=-dE/dF$. Electrons have charge $-1$, and the electronic part of the perturbation is $V=\sum z$. The response contribution to the dipole is therefore $-g^T\kappa'=-\zeta^Tz$, where $z$ stands for the vector of elements $z_{ai}$. At 3.6 bohr it is $-0.012908\,ea_0$, and

$$0.570265-0.012908=0.557357\;ea_0 .$$

The finite-field derivative is $0.557358\,ea_0$, so the response term accounts for your discrepancy. The same $-0.012908\,ea_0$ comes out when the field is left off and the orbitals alone are rotated along $\kappa'$, and again when the overlap with the missing triples is evaluated directly.

The Z-vector found for this state also serves another operator. For $\sum z^2$, measured from the chlorine nucleus, the expectation value is $19.40314\,a_0^2$ and $\zeta^TV$ is $0.04049\,a_0^2$. Their sum, $19.44363\,a_0^2$, agrees with the finite-difference derivative to all digits shown.

Extending the CI space at the same bond length gives, in $ea_0$:

| Method | Expectation | Response | Derivative |
|---|---|---|---|
| CISD | 0.57027 | −0.01291 | 0.55736 |
| CISDT | 0.55323 | +0.00053 | 0.55376 |
| CISDTQ | 0.54162 | −0.00007 | 0.54155 |
| Full CI | 0.54157 | 0.00000 | 0.54157 |

The response changes sign along the way, so it does not approach zero from one side. For full CI the largest $|g_{ai}|$ is $3\times10^{-9}$ hartree, which is numerical noise; for CISD it is $3.2\times10^{-3}$ hartree.

**Why you might not notice it at a shorter bond**

At 2.4 bohr the CISD expectation value is $0.712560\,ea_0$ and the response is $+0.000153\,ea_0$, about 0.02% of the dipole. It would be easy to conclude that the theorem holds there. But the individual terms $g_{ai}\kappa'_{ai}$, taken in canonical Hartree-Fock orbitals (their sum does not depend on this choice, their separate sizes do), have magnitudes that add up to $0.003560\,ea_0$, so the net response is about 4% of that sum: the terms nearly cancel. At 3.6 bohr the magnitudes add up to $0.015692\,ea_0$, and the net response is 82% of it. Stretching the bond thus makes the sum of the magnitudes larger and removes most of the cancellation. The net response changes sign between 2.4 and 3.0 bohr, so for this one property it should pass through zero at some length in between. The gradient $g$ need not vanish there, and another property can still have a response.

Symmetry can also remove the term. For a nondegenerate state built on a Hartree-Fock solution that keeps the molecular symmetry, $g$ is totally symmetric, so a perturbation with no totally symmetric part gives $g^T\kappa'=0$. The expectation value of such a perturbation vanishes too.

**Which number to believe**

They answer different questions. The expectation value is a property of the CISD wavefunction. The derivative tells how the CISD energy, computed with Hartree-Fock orbitals, changes in a field. If you need consistency with energies, for example to predict the energy shift in a weak field, you need the derivative.

Neither is guaranteed to lie closer to full CI. For CISD at 3.6 bohr the derivative does: it is too large by $0.0158\,ea_0$, or 2.9% of the full CI dipole, against $0.0287\,ea_0$, or 5.3%, for the expectation value. For CISDT the order is reversed: the derivative is off by $0.0122\,ea_0$ and the expectation value by $0.0117\,ea_0$. The response term restores agreement with the energy derivative; it does not supply the correlation that the truncated CI lacks. In debye, the CISD expectation value is 1.449, the CISD derivative 1.417 and the full CI dipole 1.377.

The difference between the two numbers disappears if the orbitals are optimized for the CI energy itself, since then $g=0$ by construction. For forces on nuclei, the basis functions usually move with the atoms. Their explicit dependence on the geometry then adds terms to the derivative that are absent here, and these do not vanish merely because the CI is full within the basis.

The numerical check checks the derivative formula against finite fields for all four CI levels, and it tests separately $\kappa'$ against finite-field Hartree-Fock orbitals, the overlap with the determinants one rank above the CI space, the vanishing of the occupied-occupied and virtual-virtual gradients, the fixed-orbital and rotated-orbital derivatives, and the Z-vector for $z$ and $z^2$.

## Computed values

```
electrons, orbitals: 8, 10
occupied, virtual orbitals: 4, 6
CISD determinants: 805
CISDT determinants: 5285
CISDTQ determinants: 17255
FullCI determinants: 44100
field step: 1.0e-04 au; z^2 step: 2.0e-05 au
CISD scan, e*bohr: expectation, response, sum of |g*kappa'|
bond 2.00 bohr: 0.710075 +0.000238 0.003421
bond 2.40 bohr: 0.712560 +0.000153 0.003560
bond 3.00 bohr: 0.663336 -0.003453 0.004662
bond 3.60 bohr: 0.570265 -0.012908 0.015692
CISD finite field at 2.40 bohr: 0.712713 e*bohr
All following results: HCl bond length 3.60 bohr
HF energy: -15.192243 hartree
HF dipole, expectation: 0.911288 e*bohr
HF dipole, finite field: 0.911288 e*bohr
CISD energy: -15.263794 hartree; HF weight 0.9200
CISDT energy: -15.264559 hartree; HF weight 0.9175
CISDTQ energy: -15.266434 hartree; HF weight 0.9127
FullCI energy: -15.266456 hartree; HF weight 0.9127
Dipoles in e*bohr: expectation, response, sum, finite field
CISD: 0.570265 -0.012908 0.557357 0.557358
CISDT: 0.553231 +0.000533 0.553764 0.553765
CISDTQ: 0.541619 -0.000071 0.541548 0.541549
FullCI: 0.541572 -0.000000 0.541572 0.541572
Largest |g_ai| in hartree, all virtual-occupied pairs
CISD: 3.2e-03
CISDT: 1.7e-04
CISDTQ: 1.4e-04
FullCI: 3.1e-09
CISD largest occ-occ or vir-vir gradient: 3.2e-09 hartree
largest error of kappa' against finite field: 1.0e-07 au
CISD dipole, fixed orbitals: 0.570266 e*bohr
CISD response from rotated orbitals: -0.012908 e*bohr
CISD response from triples: -0.012908 e*bohr
CISD response from Z-vector: -0.012908 e*bohr
CISD <sum z^2>, expectation: 19.40314 bohr^2
CISD <sum z^2>, Z-vector response: +0.04049 bohr^2
CISD <sum z^2>, sum: 19.44363 bohr^2
CISD <sum z^2>, finite difference: 19.44363 bohr^2
CISD expectation minus full CI: +0.028693 e*bohr
CISD derivative minus full CI: +0.015785 e*bohr
CISD expectation: 1.4495 debye
CISD derivative: 1.4167 debye
Full CI dipole: 1.3765 debye
```
